# Why dz2 interlayer hopping vanishes at K in 2Hc bilayers

## The decision in a calculation

When the bands of a bilayer are reduced to a small model near the zone corner K, one must decide whether the conduction block contains a constant interlayer coupling. For metal \(d_{z^2}\) states in the stacking described below, that constant is zero by symmetry. Fitting it as a free parameter would let numerical noise, or a slightly distorted geometry, pose as a property of the ideal crystal. The first permitted term is linear in the distance from K.

The name "2H" is not precise enough for this statement. Here it means the **2Hc** bilayer: one layer is turned by 180 degrees about the vertical axis, and each metal faces a chalcogen column of the other layer. In the 2Ha stacking metal faces metal, and the hopping is allowed.

## Geometry and assumptions

Let \(a\) be the lattice constant and

\[
\mathbf a_1=a(1,0),\quad \mathbf a_2=a\left(\tfrac12,\tfrac{\sqrt3}{2}\right),\quad
\mathbf K=\left(\tfrac{4\pi}{3a},0\right),\quad
\boldsymbol\tau=\tfrac13(\mathbf a_1+\mathbf a_2).
\]

In the plane, metal 1 and the chalcogens of layer 2 lie at \(0\); metal 2 and the chalcogens of layer 1 lie at \(\boldsymbol\tau\). Let \(C\) be the rotation by \(+120^\circ\) about the vertical axis through \(0\), acting as \((C\psi)(\mathbf r)=\psi(C^{-1}\mathbf r)\), and let \(\omega=e^{2\pi i/3}\).

The one-electron Hamiltonian \(H\) is assumed to be invariant under lattice translations and \(C\). A mean-field Hamiltonian qualifies if its self-consistent potential keeps these symmetries. Where time reversal is used below, the bilayer is also taken to be nonmagnetic and free of magnetic fields. Spin is left out at first. The states \(c_1,c_2\) are the nondegenerate \(d_{z^2}\)-type eigenstates of the separate layers at K, chalcogen parts included.

## Rotation eigenvalue of a Bloch sum

Place an orbital \(\phi_m\), with angular momentum \(m\) about the vertical axis, on the sites \(\mathbf R+\boldsymbol\rho\):

\[
\psi(\mathbf r)=\sum_{\mathbf R}e^{i\mathbf K\cdot(\mathbf R+\boldsymbol\rho)}
\phi_m(\mathbf r-\mathbf R-\boldsymbol\rho).
\]

Since \(\phi_m\propto e^{im\varphi}\), we have \(\phi_m(C^{-1}\mathbf r)=\omega^{-m}\phi_m(\mathbf r)\). Therefore

\[
(C\psi)(\mathbf r)=\omega^{-m}\sum_{\mathbf R}
e^{i\mathbf K\cdot(\mathbf R+\boldsymbol\rho)}
\phi_m\big(\mathbf r-C(\mathbf R+\boldsymbol\rho)\big).
\]

The rotation maps each sublattice onto itself, so we may write \(C(\mathbf R+\boldsymbol\rho)=\mathbf R'+\boldsymbol\rho\) and sum over \(\mathbf R'\). The phase becomes

\[
\mathbf K\cdot C^{-1}(\mathbf R'+\boldsymbol\rho)
=(C\mathbf K)\cdot(\mathbf R'+\boldsymbol\rho)
=(\mathbf K+\mathbf G)\cdot(\mathbf R'+\boldsymbol\rho),
\]

\[
\mathbf G=C\mathbf K-\mathbf K=\frac{2\pi}{a}\left(-1,\frac1{\sqrt3}\right).
\]

Because \(\mathbf G\cdot\mathbf a_1=-2\pi\) and \(\mathbf G\cdot\mathbf a_2=0\), \(\mathbf G\) is a reciprocal-lattice vector and \(e^{i\mathbf G\cdot\mathbf R'}=1\). What remains is \(C\psi=\lambda\psi\) with

\[
\lambda(\boldsymbol\rho,m)=e^{i\mathbf G\cdot\boldsymbol\rho}\,\omega^{-m},
\qquad \mathbf G\cdot\boldsymbol\tau=-\frac{2\pi}{3}.
\]

A \(d_{z^2}\) orbital has \(m=0\). Thus

\[
\lambda_{c_1}=1,\qquad \lambda_{c_2}=\omega^{-1}=\omega^*.
\]

The orbitals are alike; the eigenvalues differ because the Bloch phase winds around an axis that misses metal 2.

Chalcogen admixture changes nothing. Each layer Hamiltonian commutes with \(C\), so a nondegenerate layer state has a single eigenvalue, fixed by its nonzero \(d_{z^2}\) part. In layer 1, for example, an admixed \(p\) orbital at \(\boldsymbol\tau\) must satisfy \(\omega^{-1-m}=1\), hence \(m=-1\).

## The selection rule

Use \(C^\dagger HC=H\):

\[
\langle c_1|H|c_2\rangle=\langle Cc_1|H|Cc_2\rangle
=\lambda_{c_1}^*\lambda_{c_2}\langle c_1|H|c_2\rangle
=\omega^*\langle c_1|H|c_2\rangle .
\]

Hence \((1-\omega^*)\langle c_1|H|c_2\rangle=0\). The bracket is not zero, so

\[
\boxed{\langle c_1,\mathbf K|H|c_2,\mathbf K\rangle=0.}
\]

Replacing \(H\) by the identity shows that the overlap \(\langle c_1|c_2\rangle\) vanishes too, so a nonorthogonal basis brings no hidden coupling.

The choice of axis does not matter. Rotation about another threefold axis, at \(\mathbf b\), is \(C\) followed by a translation through \(\mathbf L=\mathbf b-C\mathbf b\). This is a lattice vector, and it multiplies every eigenvalue at K by the same factor \(e^{-i\mathbf K\cdot\mathbf L}\). The product \(\lambda_{c_1}^*\lambda_{c_2}\) is unchanged.

## The same zero as a sum over bonds

Let \(t(\boldsymbol\delta)\) be the hopping between metal \(d_{z^2}\) orbitals joined by the lateral vector \(\boldsymbol\delta=\mathbf R+\boldsymbol\tau\). None of these vectors is zero, so they fall into threes, \(\boldsymbol\delta,C\boldsymbol\delta,C^2\boldsymbol\delta\), with equal \(t\). The three shortest have length \(a/\sqrt3\) and point at \(30^\circ,150^\circ,270^\circ\). Their phases \(e^{i\mathbf K\cdot\boldsymbol\delta}\) are \(\omega,\omega^*,1\), and

\[
t(\omega+\omega^*+1)=0.
\]

For any other shell, define \(\mathbf G'=\mathbf K-C^{-1}\mathbf K=C^{-1}\mathbf G\). Then

\[
e^{i\mathbf K\cdot C\boldsymbol\delta}
=e^{i(C^{-1}\mathbf K)\cdot\boldsymbol\delta}
=e^{-i\mathbf G'\cdot\boldsymbol\delta}e^{i\mathbf K\cdot\boldsymbol\delta}
=\omega e^{i\mathbf K\cdot\boldsymbol\delta}.
\]

The last step uses \(\mathbf G'\cdot\boldsymbol\delta=\mathbf G\cdot C\boldsymbol\delta\), together with the fact that \(C\boldsymbol\delta\) differs from \(\boldsymbol\tau\) by a lattice vector. Every triple therefore cancels. The individual bonds are not weak for this reason; their sum is zero.

## Remote states and the doublet

Could \(c_1\) reach \(c_2\) through other bands? Let \(P\) project onto \(c_1,c_2\), and let \(Q=1-P\). Eliminating the \(Q\) part of \(H\psi=E\psi\) gives

\[
H_{\rm eff}(E)=PHP+PHQ\,(E-QHQ)^{-1}QHP .
\]

Both \(P\) and \(H\) commute with \(C\), and so does \(H_{\rm eff}\). The argument above applies again: its \(c_1\)-\(c_2\) element vanishes at each \(E\) where the inverse exists. Remote states can shift the pair but cannot mix it.

Without spin the two shifts are equal. The bilayer has an inversion centre midway between the layers, on the hollow axis at \(\mathbf b=-\boldsymbol\tau\). Here \(\mathbf L=C\boldsymbol\tau-\boldsymbol\tau\) and \(\mathbf K\cdot\mathbf L=-4\pi/3\), so the common factor is \(e^{4\pi i/3}=\omega^*\). About this axis \(c_1\) has eigenvalue \(\omega^*\) and \(c_2\) has \(\omega^*\omega^*=\omega\).

Let \(\Theta\) be inversion times time reversal. It keeps \(\mathbf k\), exchanges the layers, and commutes with \(H\) and with the rotation \(C_h\) about the hollow axis. If \(C_h\psi=\omega^*\psi\), antiunitarity gives

\[
C_h\Theta\psi=\Theta(\omega^*\psi)=\omega\,\Theta\psi .
\]

The states \(\psi\) and \(\Theta\psi\) have the same energy but different rotation eigenvalues, so they are orthogonal. The spinless bilayer pair is an exact doublet at K.

## States that do hop, and stackings that permit it

Consider the layer-1 state built on \(m=+2\), called \(v_1\). Its image \(v_2\) under \(\Theta\) has \(m=-2\), since inversion leaves a \(d\) orbital unchanged and time reversal reverses \(m\). About the axis at \(0\),

\[
\lambda_{v_1}=\omega^{-2}=\omega,\qquad
\lambda_{v_2}=\omega^{-1}\omega^{2}=\omega .
\]

These are equal, and hopping is allowed. The orbital angular momentum compensates the phase due to the metal offset.

For \(d_{z^2}\) states no such compensation exists, and the lateral position of metal 2 decides. If it lies at \(0\), as in 2Ha, then \(\lambda_{c_1}=\lambda_{c_2}=1\) and the rule is silent. A lateral slide away from a threefold position removes \(C\) itself, as does uniaxial strain. A uniform vertical electric field keeps \(C\), and hence the spinless zero, but it makes the layers inequivalent and so removes the reason for the degeneracy.

## Linear coupling away from K

At \(\mathbf K+\mathbf q\), work with the periodic parts \(u_j=e^{-i\mathbf K\cdot\mathbf r}c_j\) and with \(H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}\). Define

\[
W(\mathbf q)=\langle u_1|H(\mathbf K+\mathbf q)|u_2\rangle .
\]

From \(CH(\mathbf k)C^\dagger=H(C\mathbf k)\) and \(C\mathbf K=\mathbf K+\mathbf G\), the operator \(U=e^{i\mathbf G\cdot\mathbf r}C\) obeys

\[
UH(\mathbf K+\mathbf q)U^\dagger=H(\mathbf K+C\mathbf q),\qquad
Uu_j=\lambda_{c_j}u_j .
\]

Therefore

\[
W(C\mathbf q)=\langle u_1|UH(\mathbf K+\mathbf q)U^\dagger|u_2\rangle
=\lambda_{c_1}\lambda_{c_2}^*W(\mathbf q)=\omega W(\mathbf q).
\]

Write the linear part as \(\alpha q_++\beta q_-\), with \(q_\pm=q_x\pm iq_y\). Rotation multiplies \(q_+\) by \(\omega\) and \(q_-\) by \(\omega^*\), so \(\beta=0\) and

\[
W(\mathbf q)=\alpha(q_x+iq_y)+O(q^2).
\]

For the three nearest metal-metal bonds alone, let \(d=a/\sqrt3\) and let \(\theta_j\) be the bond angles. Then

\[
\mathbf q\cdot\boldsymbol\delta_j=\frac d2\left(q_+e^{-i\theta_j}+q_-e^{i\theta_j}\right).
\]

The phase angles of \(e^{i\mathbf K\cdot\boldsymbol\delta_j}\) are \(120^\circ,-120^\circ,0^\circ\). Multiplication by \(e^{-i\theta_j}\) gives \(90^\circ\) for each bond, modulo \(360^\circ\), hence a sum \(3i\). Multiplication by \(e^{i\theta_j}\) gives \(150^\circ,30^\circ,270^\circ\), hence zero. Thus

\[
W=it\,\frac d2\,(3i)\,q_+=-\frac{\sqrt3}{2}\,a\,t\,q_+ .
\]

The doublet of the full bilayer also feels remote states. With its exact periodic parts \(w_1,w_2\), chosen as rotation eigenstates, first-order degenerate perturbation theory uses \(\langle w_i|\partial_{\mathbf q}H|w_j\rangle\). A diagonal element takes the same value for \(\mathbf q,C\mathbf q,C^2\mathbf q\). These vectors add to zero, so the linear diagonal term vanishes. Without spin the splitting is

\[
\Delta E=2|\tilde\alpha|\,|\mathbf q|+O(q^2),\qquad
\tilde\alpha=\langle w_1|\partial_{q_x}H|w_2\rangle .
\]

In general \(\tilde\alpha\ne\alpha\): \(w_1\) contains some layer-2 amplitude, which the strong in-plane motion of layer 2 connects to \(c_2\), and likewise for \(w_2\).

## Spin-orbit coupling

A spinor rotation adds \(e^{-i\pi/3}\) for spin up and \(e^{+i\pi/3}\) for spin down. Label each layer state by its main spin component. The rotation phases are then

\[
c_1{\uparrow}:-60^\circ,\quad c_1{\downarrow}:60^\circ,\quad
c_2{\uparrow}:-180^\circ,\quad c_2{\downarrow}:-60^\circ .
\]

Rotation forbids both equal-spin hoppings and \(c_1{\downarrow}\)-\(c_2{\uparrow}\), but it permits \(c_1{\uparrow}\)-\(c_2{\downarrow}\). These two states are partners under \(\Theta\), up to a phase, and with spin \(\Theta^2=-1\). For an antiunitary operator \(\langle f|g\rangle=\langle\Theta g|\Theta f\rangle\). With \(f=\psi\) and \(g=H\Theta\psi\),

\[
\langle\psi|H\Theta\psi\rangle
=\langle H\Theta^2\psi|\Theta\psi\rangle
=-\langle H\psi|\Theta\psi\rangle
=-\langle\psi|H\Theta\psi\rangle=0 .
\]

All four hoppings vanish in the symmetric bilayer. If the layers become inequivalent, the last one loses its protection.

## A worked model

The following parameters are round and describe no particular material. Take \(a=6\) bohr, metal planes 12 bohr apart, and chalcogens 3 bohr above and below each metal plane. Each metal carries five \(d\) orbitals at energy 0, each chalcogen three \(p\) orbitals at \(-0.10\) Ha. The orbitals are orthonormal.

The two-centre hoppings \((\sigma,\pi,\delta)\), in Ha, are \((-0.03,0.015,0.005)\) for \(dd\) and \((0.03,-0.01)\) for \(pp\), both at 6 bohr. For \(pd\), with the bond directed from \(p\) to \(d\), they are \((-0.10,0.05)\) at 4.583 bohr. All decay as \(e^{-(r-r_0)/1.2}\), with lengths in bohr and \(r_0\) the quoted distance, and are cut off at 19.7 bohr. The matrices, 11 by 11 for a layer and 22 by 22 for the bilayer, are diagonalized numerically.

**One bond.** The nearest metals of different layers are \(\sqrt{12^2+3.464^2}=12.49\) bohr apart, and the squared cosine of the bond's angle to the vertical is \(144/156=0.9231\). The \(d_{z^2}\) weights of the \(\sigma,\pi,\delta\) channels are 0.7825, 0.2130 and 0.0044, so

\[
t=\left[0.7825(-0.03)+0.2130(0.015)+0.0044(0.005)\right]e^{-6.49/1.2}
=-9.07\times10^{-5}\ \text{Ha}.
\]

At \(\Gamma\) three such bonds add to \(2.72\times10^{-4}\) Ha in magnitude. The full \(d_{z^2}\)-\(d_{z^2}\) sum there is \(2.63\times10^{-4}\) Ha, so the farther bonds, taken together, oppose them slightly. At K the sum is zero to rounding.

**Levels and hoppings at K.** The \(d_{z^2}\)-type layer state is band 8 of 11, at 0.0772 Ha with 76% \(d_{z^2}\) weight. The \(m=+2\) state is band 7, at 0.0181 Ha. With seven filled bands per layer they are the lowest empty and highest filled states at K. The complete layer eigenvectors give:

- 2Hc, \(c_1\)-\(c_2\): zero to rounding.
- 2Hc, \(v_1\)-\(v_2\): \(1.351\times10^{-4}\) Ha, or 3.68 meV.
- Eclipsed metals at the same plane separation, \(c_1\)-\(c_2\): \(3.108\times10^{-4}\) Ha, or 8.46 meV.
- 2Hc with layer 2 slid by 0.3 bohr along \(x\), \(c_1\)-\(c_2\): \(1.14\times10^{-5}\) Ha.

In the full 2Hc bilayer the \(c\) pair moves down by \(8.3\times10^{-5}\) Ha and stays degenerate to rounding. An unsplit level is therefore not an unshifted one. The \(v\) pair splits by \(2.703\times10^{-4}\) Ha, close to twice its direct hopping, \(2.701\times10^{-4}\) Ha.

**Near K.** The direct coefficient is \(|\alpha|=1.16\times10^{-3}\) Ha bohr, which alone would give a splitting slope of \(2.32\times10^{-3}\) Ha bohr. The velocity matrix in the exact doublet gives \(9.72\times10^{-3}\) Ha bohr, 4.2 times as much. Remote states thus dominate the linear splitting in this model, although they cannot create a splitting at K. At \(q=2\times10^{-4}\) bohr\(^{-1}\) along \(x\) the slope predicts \(1.94\times10^{-6}\) Ha, and diagonalization gives \(1.94\times10^{-6}\) Ha. To first order in the interlayer coupling the remote terms are 5.2 times \(\alpha\) and of opposite sign, which gives \(|\tilde\alpha|=4.86\times10^{-3}\) Ha bohr. The same value follows, as \(q\to0\), from the hopping between the separate-layer eigenstates at \(\mathbf K+\mathbf q\). A model that keeps only this pair should therefore not take its linear coefficient from the hopping between states frozen at K.

**With spin.** Add \(0.003\,\mathbf L\cdot\mathbf S\) Ha on the metals, with \(\mathbf L\) and \(\mathbf S\) in units of \(\hbar\). All four hoppings between the spin states remain zero to rounding. The linear splitting found without spin does not survive close to K: every level is now a Kramers pair, the two \(c\) pairs lie \(5.28\times10^{-5}\) Ha apart at K, and at \(q=2\times10^{-4}\) bohr\(^{-1}\) this distance has grown by only \(3\times10^{-8}\) Ha. The linear law is approached only where \(2|\tilde\alpha||\mathbf q|\) exceeds the spin-orbit splitting. Raising both chalcogen energies of layer 2 by 0.02 Ha makes the layers inequivalent but keeps the rotation. The \(c_1{\uparrow}\)-\(c_2{\downarrow}\) element becomes \(2.34\times10^{-5}\) Ha, while the other three stay zero. In such an asymmetric bilayer a constant spin-flip term is allowed in the conduction block at K; an equal-spin term still is not. Its effect here is small: the same asymmetry puts \(c_1{\uparrow}\) and \(c_2{\downarrow}\) \(5.0\times10^{-3}\) Ha apart, so the term moves these levels by only about \(10^{-7}\) Ha.
